# Why Volume Recombination Raises the Required Electron Temperature

## Definitions and conventions

Let $n$ be the density of electrons in the bulk of a discharge. The plasma is quasineutral and has no negative ions, so $n$ is also the density of positive ions. The neutral density is $n_g$, and the electron temperature $T$ is expressed as an energy, in eV. Lengths are in cm and times in s.

Three frequencies, each counted per electron, enter the particle balance:

- $\nu_{iz}=n_gK(T)$ is the ionization frequency, where $K$ is the rate coefficient for ionizing a ground-state molecule in one collision.
- $\nu_{wall}(T)$ is the frequency of loss to the walls.
- $\alpha(T)\,n$ is the frequency of recombination with ions in the volume.

The neutral density, gas temperature and chamber dimensions are held fixed while $n$ changes. The electrons are taken to be Maxwellian.

For a cylinder of radius $R$ and length $L$, ions leave at the Bohm speed $u_B=\sqrt{T/M}$, where $M$ is the ion mass. Their density at the sheath edge is $h_Ln$ at the end walls and $h_Rn$ at the side wall. Dividing the total wall loss by the number of electrons gives

$$
\nu_{wall}=\frac{u_B n\,(2\pi R^2h_L+2\pi RL\,h_R)}{\pi R^2L\,n}
=u_B\left(\frac{2h_L}{L}+\frac{2h_R}{R}\right).
$$

The edge factors are taken from the usual low-pressure interpolation formulas,

$$
h_L=\frac{0.86}{\sqrt{3+L/(2\lambda)}},\qquad h_R=\frac{0.80}{\sqrt{4+R/\lambda}},
$$

where $\lambda$ is the ion-neutral mean free path. In this low-pressure form they do not depend on $n$ or $T$, so $\nu_{wall}\propto T^{1/2}$. The form omits a diffusion term, which matters once $\lambda$ divided by the chamber size is no longer large compared with the ratio of ion to electron temperature.

## What changes with density

The particle balance is

$$
\frac{dn}{dt}=\nu_{iz}n-\nu_{wall}n-\alpha n^2 .
$$

Ionization needs one electron and one neutral. With $n_g$ fixed, its total rate is linear in $n$, and so is the wall loss. Recombination needs an electron and an ion, both of density $n$, so its rate is quadratic. In a steady plasma with $n>0$, division by $n$ gives

$$
\nu_{iz}(T)=\nu_{wall}(T)+\alpha(T)\,n .
$$

If $\alpha=0$, density has disappeared. The remaining equation fixes a temperature $T_0$ that depends on the gas and the chamber but not on $n$. Doubling the number of electrons doubles both production and loss.

If $\alpha>0$, each electron in a denser plasma meets more ions and is lost sooner. Having more electrons does not compensate, because it leaves the ionization frequency of each electron unchanged. At the old temperature the losses would now exceed ionization, and with $n_g$ fixed the balance can be restored only by a change in $T$.

This does not yet prove that $T$ rises. The losses depend on temperature too: hotter electrons speed the ions to the wall. The rise requires ionization to respond to temperature more steeply than the losses do.

## How steep is ionization?

The Maxwell distribution in energy is $F(E)=(2/\sqrt\pi)\,T^{-3/2}\sqrt E\,e^{-E/T}$, and an electron of mass $m$ has speed $\sqrt{2E/m}$. Averaging cross section times speed gives

$$
K=\sqrt{\frac{8}{\pi m}}\;T^{-3/2}\int_I^\infty E\,\sigma(E)\,e^{-E/T}\,dE ,
$$

where $I$ is the ionization energy. Temperature appears in the prefactor and in the exponential. Since $T\,\partial_T e^{-E/T}=(E/T)e^{-E/T}$, the logarithmic slope is

$$
s\equiv\frac{d\ln K}{d\ln T}
=-\frac32+\frac1T\,\frac{\int_I^\infty E^2\sigma e^{-E/T}dE}{\int_I^\infty E\sigma e^{-E/T}dE}
=\frac{\langle E\rangle_{iz}}{T}-\frac32 .
$$

Here $\langle E\rangle_{iz}$ is the mean energy of the electrons that ionize, weighted by their ionization rate. None of them has less energy than $I$, so $s\ge I/T-3/2$. Thus $s>1/2$ whenever $T<I/2$, whatever the shape of the cross section above threshold. Ionization is then steeper than the wall loss. Its steepness comes from the tail: the electrons that ionize have several times the thermal energy, and their number is very sensitive to $T$.

A solvable model follows from the near-threshold law $\sigma=C(E-I)$. Put $E=I+x$:

$$
\int_0^\infty (I+x)\,Cx\,e^{-(I+x)/T}dx
=Ce^{-I/T}\left(IT^2+2T^3\right).
$$

With the mean electron speed $\bar v=\sqrt{8T/(\pi m)}$, the prefactor of $K$ equals $\bar v/T^2$. Therefore

$$
K=C\bar v\,(I+2T)\,e^{-I/T},\qquad
s=\frac12+\frac{2T}{I+2T}+\frac IT .
$$

The three terms in $s$ come from $\bar v$, from $I+2T$ and from the exponential. In this model $s$ exceeds $1/2$ at every temperature.

For recombination, take a cross section $B/E$, with $B$ constant. The same average, now without a threshold, gives

$$
\alpha=\frac{\bar v}{T^2}\int_0^\infty E\,\frac BE\,e^{-E/T}dE=\frac{B\bar v}{T}\propto T^{-1/2}.
$$

Heating the electrons therefore weakens recombination slightly while it strengthens ionization greatly.

## The slope of the required temperature

Let $f=\alpha n/\nu_{iz}$ be the fraction of electrons lost by recombination. The wall fraction is $1-f$. For a small change in density, the terms of the balance change by

$$
d\nu_{iz}=\nu_{iz}\,s\,d\ln T,\qquad
d\nu_{wall}=\tfrac12\nu_{wall}\,d\ln T,
$$

$$
d(\alpha n)=\alpha n\left(d\ln n-\tfrac12d\ln T\right).
$$

Equating gain to loss and dividing by $\nu_{iz}$,

$$
s\,d\ln T=\frac{1-f}{2}\,d\ln T-\frac f2\,d\ln T+f\,d\ln n .
$$

The temperature terms on the right add up to $(1/2-f)\,d\ln T$. Moving them to the left gives

$$
\frac{d\ln T}{d\ln n}=\frac{f}{s-\frac12+f}.
$$

The numerator is the push from recombination. The denominator measures how strongly a temperature change restores the balance. When $s>1/2$, both are positive and the required temperature rises.

Two limits show what controls the rise. When walls dominate, $f$ is nearly $r=\alpha(T_0)n/\nu_{wall}(T_0)$, which is proportional to $n$. Integrating the slope from zero density gives, to first order in $r$,

$$
T-T_0\simeq \frac{T_0\,r}{s(T_0)-\frac12}.
$$

The first correction is linear in density. When recombination dominates, $f\to1$ and the slope tends to $1/(s+1/2)$. The balance becomes $n/n_g=K(T)/\alpha(T)$: the chamber size drops out, and the ionized fraction alone sets $T$. This limit still assumes that $n_g$ stays fixed, which requires an electron pressure well below the gas pressure. The nitrogen discharge below cannot reach it under that condition: $f=0.9$ would need about $10^{13}$ cm$^{-3}$, where the electron pressure would exceed the gas pressure.

The steepness condition has content. Take a cross section that saturates and then falls, $\sigma=Cx/(1+x/85\ \mathrm{eV})^2$ with $x=E-I$, and choose a wall loss equal to 90% of ionization at 1000 eV. In a numerical test, the balance then required a lower density at 1010 eV than at 990 eV, so the trend was reversed. Such temperatures lie far outside plasma processing, where $T<I/2$.

## Why a large extra loss needs only a modest rise

The linear cross section also settles the matter for finite changes. Divide the balance by $\sqrt T$, which removes the temperature dependence of the wall term, and then divide by the same equation at $n=0$, where $T=T_0$:

$$
\frac{I+2T}{I+2T_0}\,
\exp\!\left(\frac I{T_0}-\frac IT\right)
=1+r\,\frac{T_0}{T}.
$$

The factor $T_0/T$ on the right arises because $\alpha/\nu_{wall}\propto1/T$. The left side increases with $T$ without limit and equals 1 at $T_0$. The right side decreases with $T$ and equals $1+r$ at $T_0$. They cross once, at $T>T_0$. A larger $n$ lifts the right side at every $T$ and moves the crossing to a higher temperature. This proves the rise in the model without assuming that the change is small.

Since $T>T_0$, the first factor on the left exceeds 1 and the right side is less than $1+r$. Hence

$$
\frac I{T_0}-\frac IT<\ln(1+r),
\qquad
T<\frac{T_0}{1-(T_0/I)\ln(1+r)},
$$

where the last step requires a positive denominator. The extra loss enters this bound through a logarithm, multiplied by the small ratio $T_0/I$. A small gain in temperature enlarges the ionizing tail enough to replace many lost electrons.

## A nitrogen discharge

Consider an inductively coupled nitrogen discharge with $R=15$ cm and $L=10$ cm, at 20 mTorr and a gas temperature of 600 K. The neutral density is $3.22\times10^{14}$ cm$^{-3}$. Rough collision parameters are $I=15.6$ eV, $C=7\times10^{-18}$ cm$^2$/eV, and $\alpha=4\times10^{-8}$ cm$^3$/s at 1 eV. An ion-neutral cross section of $10^{-14}$ cm$^2$ gives $\lambda=0.311$ cm, $h_L=0.197$ and $h_R=0.111$.

Without recombination, the required temperature is $T_0=2.71$ eV and the wall frequency is $1.65\times10^4$ s$^{-1}$. With recombination:

| $n$ (cm$^{-3}$) | $T$ (eV) | $f$ | $d\ln T/d\ln n$ |
|---|---:|---:|---:|
| $10^{10}$ | 2.72 | 0.014 | 0.002 |
| $10^{11}$ | 2.77 | 0.126 | 0.021 |
| $3\times10^{11}$ | 2.88 | 0.293 | 0.049 |
| $10^{12}$ | 3.14 | 0.559 | 0.096 |

At $10^{12}$ cm$^{-3}$ the balance reads, in units of $10^4$ s$^{-1}$,

$$
4.04=1.78+2.26 .
$$

Each electron must ionize about 2.4 times as often as in the case without recombination, yet $T$ rises by only about 16%. The slope formula shows why: with $s=5.76$,

$$
\frac{d\ln T}{d\ln n}=\frac{0.559}{5.76-0.50+0.559}=0.096 .
$$

For the finite rise, recombination evaluated at $T_0$ gives

$$
r=\frac{(4\times10^{-8}/\sqrt{2.711})\times10^{12}}{1.654\times10^4}=1.47 .
$$

The upper bound is then $2.711/[1-(2.711/15.6)\ln2.47]=3.22$ eV, a little above the solved value of 3.14 eV.

The digits belong to the model. Other reasonable nitrogen ionization cross sections move $T_0$ within about 2.64 to 2.77 eV, and $T$ at $10^{12}$ cm$^{-3}$ within about 3.04 to 3.19 eV. The law $\alpha\propto T^{-1/2}$ is also a model: if $\alpha=2.2\times10^{-7}(300\ \mathrm{K}/T_e)^{0.39}$ cm$^3$/s, with $T_e$ the electron temperature in K, is extrapolated to these temperatures, $T$ at $10^{12}$ cm$^{-3}$ becomes 3.27 eV. The upward trend remains in each case.

## Power sets the density, and temperature follows

Density is not a control knob; power is. To follow the sequence of cause and effect, let $P$ be the absorbed power per volume and let each ionization cost a fixed energy $\varepsilon=100$ eV, with all electron energy losses lumped into it:

$$
\frac{d}{dt}\left(\frac32nT\right)=P-\varepsilon n\nu_{iz}.
$$

Start from the steady state at $10^{11}$ cm$^{-3}$ and raise $P$ suddenly by a factor of 10. In the steady state $P=\varepsilon n\nu_{iz}$, so the product $n\nu_{iz}$ must also rise tenfold.

Integrating this equation with the particle balance shows how the product is shared. Without recombination, $T$ returns to 2.71 eV and density takes the whole factor of 10. With recombination, density reaches only $6.1\times10^{11}$ cm$^{-3}$, and $T$ settles at 3.01 eV instead of its earlier 2.77 eV. The ionization frequency supplies the remaining factor, $10/6.1\simeq1.6$. The value of $\varepsilon$ affects which density a given power sustains, but it does not enter the relation between $T$ and $n$. The split found here holds for a fixed $\varepsilon$; if the cost per ionization falls as $T$ rises, density takes a larger share of the factor of 10.

## Beside a real nitrogen reactor

The pressure and dimensions are ordinary for an inductive processing source; $10^{12}$ cm$^{-3}$ is a high density for such a source in nitrogen. One assumption whose failure can change the trend itself is single-step ionization. Electrons also create metastable molecules, which need less energy to ionize. Their supply grows with $n$, which lowers the required temperature.

A rough estimate uses one metastable level at 6.2 eV, the same cross-section slope $C$ for excitation and for ionization from that level, de-excitation by electrons (from detailed balance, with a statistical weight three times that of the ground state), and a wall loss of $1.8\times10^3$ s$^{-1}$. It omits quenching by nitrogen atoms and collisions between metastables. The required temperatures at the four densities in the table become 2.705, 2.677, 2.687 and 2.830 eV. In this estimate the single-step trend is reversed between the first two densities and returns at the high end. The reversal depends on the omitted losses: if collisions between metastables remove them at a rate of $3\times10^{-10}$ cm$^3$/s times the square of their density, the values at the four densities rise from 2.71 to 2.97 eV, although at the lowest densities $T$ still dips slightly below its zero-density value. Without that added loss and without recombination, $T$ falls steadily from 2.70 to 2.44 eV. Recombination still raises the temperature required at each of these densities, but it need not make the total trend upward.

Other corrections, each applied alone at $10^{12}$ cm$^{-3}$, compare with the single-step value of 3.14 eV as follows:

- The side wall lies at the edge of the range of the low-pressure edge factors: $\lambda/R$ is 0.021, while the ratio of ion to electron temperature is about 0.019. Including the diffusion term, with ambipolar coefficient $D_i(1+T/T_i)$ and $D_i=(\pi/8)\lambda\bar v_i$, where $T_i$ and $\bar v_i$ are the ion temperature and mean thermal speed at 600 K, gives 3.11 eV, and lowers the zero-density value from 2.71 to 2.65 eV. Other conventions for $D_i$, from $0.33\,\lambda\bar v_i$ to $0.56\,\lambda\bar v_i$, give 3.10 to 3.12 eV and 2.63 to 2.68 eV.
- If half the ions are atomic, and their only effect is to halve $\alpha$, $T$ is 2.96 eV.
- Heating the gas to 800 K at fixed pressure gives 3.33 eV, because fewer neutrals remain to be ionized and the ions, colliding less often, reach the walls more easily.
- The electron pressure is 19% of the gas pressure. Removing that fraction of the neutrals gives 3.28 eV.
- A diffusion-shaped density profile enhances recombination by a factor of 1.78 at the same mean density. With the wall loss left unchanged, this gives 3.34 eV. If the edge factors refer to the central density, such a profile also raises the wall loss per electron, and $T$ is higher still.

A measured rise of $T$ with power is therefore not by itself evidence of recombination, since gas heating and neutral depletion act in the same direction.

The shape of the energy distribution moves the whole curve. For a Druyvesteyn distribution, with $T$ defined as two thirds of the mean energy and the loss laws left unchanged, $T$ goes from 4.15 eV at zero density to 4.48 eV at $10^{12}$ cm$^{-3}$. The upward trend survives, but the level shifts by more than 1 eV. Using the saturating cross section changes the result less: $T$ goes from 2.77 to 3.22 eV. Three-body recombination is negligible here, at roughly $2\times10^{-9}$ of the dissociative rate. The numerical output below gives most of these values with more digits.

## Numbers as computed

```
Radius, length: 15, 10 cm
Pressure: 20 mTorr; gas: 600 K
Gas density: 3.219e+14 cm^-3
Ionization energy: 15.6 eV; slope: 7.0e-18 cm2/eV
Recombination coefficient at 1 eV: 4.0e-08 cm3/s
Ion-neutral cross section: 1.0e-14 cm2
Ion mean free path: 0.311 cm
Edge factors axial, radial: 0.197, 0.111
T without recombination: 2.711 eV
Wall frequency at that T: 1.654e+04 s^-1
n=1e+10 cm^-3: T=2.718 eV, upper bound=2.718 eV
  nu_iz=1.680e+04, nu_wall=1.656e+04 s^-1
  alpha*n=2.426e+02 s^-1, f=0.014
  s=6.499, dlnT/dlnn=0.0024
n=1e+11 cm^-3: T=2.773 eV, upper bound=2.777 eV
  nu_iz=1.913e+04, nu_wall=1.673e+04 s^-1
  alpha*n=2.402e+03 s^-1, f=0.126
  s=6.388, dlnT/dlnn=0.0209
n=3e+11 cm^-3: T=2.877 eV, upper bound=2.895 eV
  nu_iz=2.411e+04, nu_wall=1.704e+04 s^-1
  alpha*n=7.075e+03 s^-1, f=0.293
  s=6.192, dlnT/dlnn=0.0490
n=1e+12 cm^-3: T=3.136 eV, upper bound=3.216 eV
  nu_iz=4.038e+04, nu_wall=1.779e+04 s^-1
  alpha*n=2.259e+04 s^-1, f=0.559
  s=5.761, dlnT/dlnn=0.0961
Power step factor: 10; cost: 100 eV
  with recombination: T 2.773 -> 3.005 eV
  density 1e11 -> 6.083e+11 cm^-3
  without recombination: T 2.711 -> 2.711 eV
  density 1e11 -> 1.000e+12 cm^-3
Metastable energy: 6.2 eV; wall loss: 1.82e+03 s^-1
Stepwise, n=1e+10 cm^-3: T=2.705 eV; alpha=0: 2.698 eV
Stepwise, n=1e+11 cm^-3: T=2.677 eV; alpha=0: 2.618 eV
Stepwise, n=3e+11 cm^-3: T=2.687 eV; alpha=0: 2.533 eV
Stepwise, n=1e+12 cm^-3: T=2.830 eV; alpha=0: 2.443 eV
Metastable/ground ratio at 1e12 cm^-3: 0.195
Other effects at n=1e12 cm^-3:
  half the ions atomic: T=2.963 eV
  saturating cross section: T 2.774 -> 3.224 eV (n=0 -> 1e12)
  Druyvesteyn: T 4.145 -> 4.480 eV (n=0 -> 1e12)
  gas heated to 800 K: T=3.333 eV
  electron/gas pressure ratio: 0.188
  neutral depletion by that fraction: T=3.276 eV
  diffusion profile factor: 1.784; T=3.339 eV
  three-body/dissociative rate: 2.3e-09
```
